# Why a graded effective mass must also exert a force: verification in Python

```python
"""
Result under test: for H = Ec(x) + T, T = hbar^2 k^2 / (2 m(x)), the Fermi
function f0(H) is stationary only if the force contains T m'/m besides -Ec'.
Without that term, df0/dt = v T (m'/m) df0/dH, with v = hbar kx / m.
The resulting current growth equals that of a force -(5/3)(u/n) m'/m,
where u is kinetic energy density and n electron density.
Internal units: nm, ps, eV. Chemical potential is the zero of energy.
The mass profile is m(x) = m_left exp(g x), so g = m'/m.
Material parameters are rough typical values for AlGaAs.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import solve_ivp
from scipy.optimize import brentq
from scipy.special import expit

hbar = sc.hbar / sc.e * 1e12
m0 = sc.m_e / sc.e * 1e6          # eV ps^2 / nm^2
temperature = 300.0
kT = sc.k * temperature / sc.e
length = 1000.0
mass_ratio_left, mass_ratio_right = 0.067, 0.0795
g = np.log(mass_ratio_right / mass_ratio_left) / length
density_cm3 = 1e17
n = density_cm3 * 1e-21
mobility = 3500.0                 # cm^2/Vs, rough
x_mid = length / 2


def gauss(a, b, count):
    z, w = np.polynomial.legendre.leggauss(count)
    return (a + b) / 2 + (b - a) * z / 2, (b - a) * w / 2


root_e, root_w = gauss(0.0, 7.0, 200)


def fermi_integral(p, eta):
    """Integral of e^p / (1 + exp(e - eta)) over e from zero."""
    return np.sum(root_w * 2 * root_e**(2*p + 1) * expit(eta - root_e**2))


def mass(x):
    return m0 * mass_ratio_left * np.exp(g * x)


def reduced_level(x):
    """(mu - Ec)/kT that gives the prescribed uniform density."""
    pref = (2 * mass(x) * kT / hbar**2)**1.5 / (2 * np.pi**2)
    return brentq(lambda e: pref * fermi_integral(0.5, e) - n,
                  -20, 10, xtol=1e-14, rtol=1e-14)


def band_edge(x):
    return -kT * reduced_level(x)


def band_slope(x):
    eta = reduced_level(x)
    return 3 * g * kT * fermi_integral(0.5, eta) / fermi_integral(-0.5, eta)


def energy_per_electron(x):
    eta = reduced_level(x)
    return kT * fermi_integral(1.5, eta) / fermi_integral(0.5, eta)


def kinetic(x, kx, kp):
    return hbar**2 * (kx**2 + kp**2) / (2 * mass(x))


def f_eq(x, kx, kp):
    return expit(-(band_edge(x) + kinetic(x, kx, kp)) / kT)


# Equilibrium band edge and its slope
dx = 1.0
slope_fd = (band_edge(x_mid + dx) - band_edge(x_mid - dx)) / (2 * dx)
slope = band_slope(x_mid)
assert abs(slope_fd / slope - 1) < 1e-6
m_mid = mass(x_mid)
k_th = np.sqrt(2 * m_mid * kT) / hbar
dk = 1e-4 * k_th


def drift_rate(kx, kp, mass_force, conservative=False):
    """Finite-difference drift part of df/dt acting on equilibrium."""
    v = hbar * kx / m_mid
    if conservative:
        flux_r = hbar * kx / mass(x_mid + dx) * f_eq(x_mid + dx, kx, kp)
        flux_l = hbar * kx / mass(x_mid - dx) * f_eq(x_mid - dx, kx, kp)
        space = (flux_r - flux_l) / (2 * dx)
    else:
        space = v * (f_eq(x_mid + dx, kx, kp)
                     - f_eq(x_mid - dx, kx, kp)) / (2 * dx)
    force = -slope_fd
    if mass_force:
        force = force + g * kinetic(x_mid, kx, kp)
    f_k = (f_eq(x_mid, kx + dk, kp) - f_eq(x_mid, kx - dk, kp)) / (2 * dk)
    return -space - force * f_k / hbar


# Pointwise stationarity and its failure
kx_test = k_th * np.array([-1.3, -0.4, 0.5, 1.0, 1.8])
kp_test = k_th * np.array([0.2, 1.1, 0.7, 0.0, 0.6])
f_test = f_eq(x_mid, kx_test, kp_test)
v_test = hbar * kx_test / m_mid
T_test = kinetic(x_mid, kx_test, kp_test)
df_dH = -f_test * (1 - f_test) / kT
rate_formula = v_test * T_test * g * df_dH
rate_wrong = drift_rate(kx_test, kp_test, False)
rate_right = drift_rate(kx_test, kp_test, True)
scale = np.max(abs(rate_formula))
assert np.max(abs(rate_wrong - rate_formula)) < 1e-5 * scale
assert np.max(abs(rate_right)) < 1e-5 * scale
cons_formula = v_test * g * (f_test + T_test * df_dH)
cons_wrong = drift_rate(kx_test, kp_test, False, True)
assert np.max(abs(cons_wrong - cons_formula)) < 1e-5 * scale

# Phonon collisions balance on the equilibrium function
phonon = 0.036
bose = 1 / np.expm1(phonon / kT)
f_low = f_eq(x_mid, k_th, 0.0)
E_high = band_edge(x_mid) + kinetic(x_mid, k_th, 0.0) + phonon
f_high = expit(-E_high / kT)
emission = (bose + 1) * f_high * (1 - f_low)
absorption = bose * f_low * (1 - f_high)
assert abs(emission / absorption - 1) < 1e-10

# Current growth from three-dimensional integration
q, wq = gauss(0.0, 6.5, 90)
c, wc = gauss(-1.0, 1.0, 24)
Q, C = np.meshgrid(q * k_th, c, indexing="ij")
KX, KP = Q * C, Q * np.sqrt(1 - C**2)
weight = np.outer(wq * k_th, wc) * Q**2 / (2 * np.pi**2)
V = hbar * KX / m_mid
u = n * energy_per_electron(x_mid)
assert abs(np.sum(weight * f_eq(x_mid, KX, KP)) / n - 1) < 1e-8
growth_adv = np.sum(weight * V * drift_rate(KX, KP, False))
growth_cons = np.sum(weight * V * drift_rate(KX, KP, False, True))
assert abs(growth_adv / (-(5/3) * g * u / m_mid) - 1) < 1e-5
assert abs(growth_cons / (-g * u / m_mid) - 1) < 1e-5
density_rate = np.sum(weight * drift_rate(KX, KP, False))
assert abs(density_rate) < 1e-8 * n

# Truncated advective form fails to conserve number when current flows
shift = 0.3 * k_th


def shifted_current(x):
    return np.sum(weight * hbar * KX / mass(x) * f_eq(x, KX - shift, KP))


loss = -np.sum(weight * V * (f_eq(x_mid + dx, KX - shift, KP)
                             - f_eq(x_mid - dx, KX - shift, KP))) / (2*dx)
j_slope = (shifted_current(x_mid + dx)
           - shifted_current(x_mid - dx)) / (2 * dx)
false_source = -g * shifted_current(x_mid)
assert abs(loss + j_slope - false_source) < 1e-5 * abs(false_source)

# True momentum balance
pressure_slope = 2 * n / 3 * (energy_per_electron(x_mid + dx)
                             - energy_per_electron(x_mid - dx)) / (2*dx)
balance = -n * slope + g * u
assert abs(pressure_slope - balance) < 1e-5 * g * u


# Collisionless evolution by tracing trajectories backward
def evolved_f(time, mass_force):
    def flow(t, y):
        force = -band_slope(y[0])
        if mass_force:
            force += g * kinetic(y[0], y[1], 0.0)
        return [hbar * y[1] / mass(y[0]), force / hbar]
    sol = solve_ivp(flow, (0, -time), [x_mid, k_th],
                    rtol=1e-10, atol=1e-12)
    assert sol.success
    return f_eq(sol.y[0, -1], sol.y[1, -1], 0.0)


f_start = f_eq(x_mid, k_th, 0.0)
f_right, f_wrong = evolved_f(1.0, True), evolved_f(1.0, False)
assert abs(f_right / f_start - 1) < 1e-7
short = 0.01
trace_rate = (evolved_f(short, False) - evolved_f(-short, False)) / (2*short)
v_th = hbar * k_th / m_mid
point_rate = -v_th * kT * g * f_start * (1 - f_start) / kT
assert abs(trace_rate / point_rate - 1) < 1e-3

# Quantum wave packet, dimensionless units with hbar = m(0) = 1
N, box, gq, k0, width, tq = 401, 160.0, 0.01, 2.0, 6.0, 10.0
xq = -70 + box / N * np.arange(N)
kq = 2 * np.pi * np.fft.fftfreq(N, box / N)
P = np.fft.ifft(kq[:, None] * np.fft.fft(np.eye(N), axis=0), axis=0)
Hq = 0.5 * P @ (np.exp(-gq * xq)[:, None] * P)
Hq = (Hq + Hq.conj().T) / 2
psi = np.exp(-xq**2 / (4 * width**2) + 1j * k0 * xq)
psi /= np.linalg.norm(psi)
mean_H = np.vdot(psi, Hq @ psi).real
symbol_mean = 0.5 * np.exp(gq**2 * width**2 / 2) * (
    k0**2 + 1 / (4 * width**2) + gq**2 / 4)
assert abs(mean_H / symbol_mean - 1) < 1e-8
levels, states = np.linalg.eigh(Hq)
psi_t = states @ (np.exp(-1j * levels * tq) * (states.conj().T @ psi))
dk_quantum = (np.vdot(psi_t, P @ psi_t) - np.vdot(psi, P @ psi)).real
dk_classical = gq * k0**2 / 2 * tq
assert abs(dk_quantum / dk_classical - 1) < 0.02

# Relaxation-time steady state along truncated trajectories
eta_mid = reduced_level(x_mid)
slope_reduced = slope / (g * kT)
tau = mobility * 1e-4 * (m_mid / m0 * sc.m_e) / sc.e * 1e12
free_path = tau * np.sqrt(kT / m_mid)
knudsen = g * free_path


def steady_velocity(kn, mu_slope=0.0):
    """Mean velocity; units kT = m = tau = 1, uniform grade extended."""
    k, wk = gauss(-7.5, 7.5, 120)
    w, ww = gauss(0.0, 40.0, 60)
    s, ws = gauss(0.0, 15.0, 40)
    K, W, S = np.meshgrid(k, w, s, indexing="ij")
    a = kn * slope_reduced
    local_mass = 1 - kn * (K * S + a * S**2 / 2)
    assert local_mass.min() > 0
    X = np.log(local_mass) / kn
    energy = ((K + a*S)**2 / 2 + W) / local_mass + (a - mu_slope) * X
    f = expit(eta_mid - energy)
    current = np.einsum("i,j,l,ijl->", wk * k, ww, ws * np.exp(-s), f)
    f_here = expit(eta_mid - k[:, None]**2 / 2 - w[None, :])
    return current / np.einsum("i,j,ij->", wk, ww, f_here)


force_reduced = -(5/3) * energy_per_electron(x_mid) / kT
steady = steady_velocity(knudsen)
path_shift = steady / (knudsen * force_reduced) - 1
path_shift_small = steady_velocity(knudsen/4) / (
    knudsen / 4 * force_reduced) - 1
assert abs(path_shift) < 0.05
assert abs(path_shift_small) < abs(path_shift) / 4
stopped = steady_velocity(knudsen, knudsen * force_reduced)
assert abs(stopped / steady) < 0.05

# False field, voltage and current for the layer
false_force = -(5/3) * g * energy_per_electron(x_mid)
false_field = abs(false_force) * 1e4       # kV/cm
xs, wx = gauss(0.0, length, 12)
false_voltage = np.sum(wx * [(5/3) * g * energy_per_electron(x) for x in xs])
low_density_voltage = 2.5 * kT * np.log(mass_ratio_right / mass_ratio_left)
current_density = sc.e * density_cm3 * mobility * false_field  # kA/cm^2

# Nonparabolicity at fixed density
alpha = 0.6
b = alpha * kT
e = root_e**2
gamma, gamma_p = e * (1 + b*e), 1 + 2*b*e
measure = root_w * 2 * root_e
eta_np = brentq(lambda y: np.sum(measure * np.sqrt(gamma) * gamma_p
                * expit(y - e)) - fermi_integral(0.5, eta_mid), -20, 10)
thermal = expit(eta_np - e) * expit(e - eta_np)
w_np = measure * gamma**1.5 / gamma_p * thermal
mean_np = np.sum(w_np * gamma / gamma_p) / np.sum(w_np)
nonparabolic_shift = mean_np / abs(force_reduced) - 1


def kane_energy(gam):
    return (-1 + np.sqrt(1 + 4 * b * gam)) / (2 * b)


d = 1e-4
kane_fd = (kane_energy(gamma * np.exp(-d))
           - kane_energy(gamma * np.exp(d))) / (2 * d)
assert np.max(abs(kane_fd + gamma / gamma_p)) < 1e-5

# Other neglected effects
L_gap, L_mass = 0.19, 0.56
L_ratio = (L_mass / mass_ratio_right)**1.5 * np.exp(-L_gap / kT)
ordering = hbar**2 * g**2 / (8 * mass(0.0))
affinity_change, permittivity = 0.12, 12.9
mass_curvature = (mass(length + dx) - 2*mass(length)
                  + mass(length - dx)) / dx**2
edge_curvature = affinity_change * mass_curvature / (mass(length) - mass(0))
charge_error = (permittivity * sc.epsilon_0 / sc.e * 1e-9
                * edge_curvature / n)


def show(label, value, unit="", digits=5):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


show("Temperature", temperature, "K")
show("Thermal energy kT", kT * 1e3, "meV")
show("Layer thickness", length, "nm")
show("Left mass (rough)", mass_ratio_left, "m0")
show("Right mass (rough)", mass_ratio_right, "m0")
show("Middle mass", m_mid / m0, "m0")
show("ln(right mass / left mass)", g * length)
show("Relative mass gradient g", g, "1/nm")
show("Electron density", density_cm3, "cm^-3")
show("Middle (mu-Ec)/kT", eta_mid)
show("Band-edge rise across layer",
     (band_edge(length) - band_edge(0)) * 1e3, "meV")
show("Middle band-edge force", -slope * 1e6, "ueV/nm")
show("Middle mean mass force", g * u / n * 1e6, "ueV/nm")
show("Mean kinetic energy", u / n * 1e3, "meV")
show("Test state kx (T=kT, k_perp=0)", k_th, "1/nm")
show("Test state velocity", v_th, "nm/ps")
show("Test state f0", f_start)
show("False df0/dt, formula", point_rate, "1/ps")
show("False df0/dt, traced trajectories", trace_rate, "1/ps")
show("f after 1 ps, full force", f_right)
show("f after 1 ps, mass force omitted", f_wrong)
show("Relative false change after 1 ps", 100*(f_wrong/f_start-1), "%")
show("Largest full/truncated rate ratio",
     np.max(abs(rate_right)) / scale, digits=2)
show("Advective false force / (g kT)", growth_adv*m_mid/(n*g*kT))
show("Conservative false force / (g kT)", growth_cons*m_mid/(n*g*kT))
show("Advective equivalent field magnitude", false_field, "kV/cm")
show("False open-circuit voltage", false_voltage * 1e3, "mV")
show("Low-density voltage law", low_density_voltage * 1e3, "mV")
show("Mobility (rough)", mobility, "cm2/Vs")
show("Relaxation time", tau, "ps")
show("Mean free path tau*sqrt(kT/m)", free_path, "nm")
show("Mean free path times g", knudsen)
show("Leading-order false current magnitude", current_density, "kA/cm2")
show("Finite-path current correction", 100 * path_shift, "%", 3)
show("Same correction at one quarter path", 100*path_shift_small, "%", 3)
show("Current left at false open circuit", 100*stopped/steady, "%", 3)
show("Wave packet initial k (dimensionless)", k0)
show("Wave packet mass gradient (dimensionless)", gq)
show("Wave packet time (dimensionless)", tq)
show("Wave packet change of k, quantum", dk_quantum)
show("Wave packet change of k, mass force", dk_classical)
show("Nonparabolicity alpha (rough)", alpha, "1/eV")
show("Nonparabolic change of false force", 100*nonparabolic_shift, "%", 3)
show("L-valley separation at right (rough)", L_gap, "eV")
show("L-valley density mass (rough)", L_mass, "m0")
show("L/Gamma population at right, low density", 100*L_ratio, "%", 3)
show("Largest quantum ordering energy", ordering * 1e9, "neV", 3)
show("Affinity change (rough)", affinity_change, "eV")
show("Relative permittivity (rough)", permittivity)
show("Neutrality error, relative density", 100*charge_error, "%", 3)
print("success")
```

It prints:

```
Temperature: 300 K
Thermal energy kT: 25.852 meV
Layer thickness: 1000 nm
Left mass (rough): 0.067 m0
Right mass (rough): 0.0795 m0
Middle mass: 0.072983 m0
ln(right mass / left mass): 0.17106
Relative mass gradient g: 0.00017106 1/nm
Electron density: 1e+17 cm^-3
Middle (mu-Ec)/kT: -1.5277
Band-edge rise across layer: 7.1062 meV
Middle band-edge force: -7.1049 ueV/nm
Middle mean mass force: 6.8697 ueV/nm
Mean kinetic energy: 40.158 meV
Test state kx (T=kT, k_perp=0): 0.22253 1/nm
Test state velocity: 352.99 nm/ps
Test state f0: 0.073941
False df0/dt, formula: -0.0041347 1/ps
False df0/dt, traced trajectories: -0.0041347 1/ps
f after 1 ps, full force: 0.073941
f after 1 ps, mass force omitted: 0.069335
Relative false change after 1 ps: -6.2295 %
Largest full/truncated rate ratio: 8.7e-09
Advective false force / (g kT): -2.589
Conservative false force / (g kT): -1.5534
Advective equivalent field magnitude: 0.11449 kV/cm
False open-circuit voltage: 11.45 mV
Low-density voltage law: 11.056 mV
Mobility (rough): 3500 cm2/Vs
Relaxation time: 0.14523 ps
Mean free path tau*sqrt(kT/m): 36.251 nm
Mean free path times g: 0.0062012
Leading-order false current magnitude: 6.4204 kA/cm2
Finite-path current correction: -0.00332 %
Same correction at one quarter path: -0.000666 %
Current left at false open circuit: 0.0218 %
Wave packet initial k (dimensionless): 2
Wave packet mass gradient (dimensionless): 0.01
Wave packet time (dimensionless): 10
Wave packet change of k, quantum: 0.20071
Wave packet change of k, mass force: 0.2
Nonparabolicity alpha (rough): 0.6 1/eV
Nonparabolic change of false force: -5.57 %
L-valley separation at right (rough): 0.19 eV
L-valley density mass (rough): 0.56 m0
L/Gamma population at right, low density: 1.2 %
Largest quantum ordering energy: 4.16 neV
Affinity change (rough): 0.12 eV
Relative permittivity (rough): 12.9
Neutrality error, relative density: 0.0159 %
success
```
